\section*{Predictor-corrector Schrödinger-Poisson iteration: when it converges and how to set it}

\section{One number instead of a potential}

Take a channel so thin that the potential energy of its electrons is a single number $u$. It lies between two gates, each behind an oxide of thickness $t$ and relative permittivity $\epsilon_{ox}$, and both gates fix the energy $u_g$. One subband lies at $\varepsilon+u$ and holds $N(\varepsilon+u)$ electrons per area. Energies are in eV, measured from the Fermi level, and $c=e^2/\varepsilon_0$. Gauss's law gives
\begin{equation}
a(u-u_g)=cN(\varepsilon+u),\qquad a=2\epsilon_{ox}/t .
\end{equation}
The plain loop computes $N$ from the old $u$ and then $u$ from $N$. Let $G=-dN/dE>0$. An error $\delta$ in the old value changes $N$ by $-G\delta$, so the new error is
\begin{equation}
\delta'=-\lambda\delta,\qquad \lambda=\frac{cG}{a}=\frac{cG\,t}{2\epsilon_{ox}} .
\label{eq:toy}
\end{equation}
The sign alternates: too low a potential energy attracts too many electrons, and these raise the potential energy too far. If $\lambda>1$, the error grows.

The remedy is to let the occupation follow the potential while Poisson's equation is being solved: the new $u$ satisfies $a(u-u_g)=cN(E_{old}+u-u_{old})$. Since $E_{old}-u_{old}=\varepsilon$, this is the original equation, and one solve gives the answer. In a real channel the potential also changes shape, so the wavefunctions change and the prediction is no longer perfect. How much error remains, and whether it shrinks, is the subject of this guide.

\section{The equations and the setting}

Let $U(x)$ be the conduction-band edge, continued into the oxide as electrostatic energy without the band offset. With $U=-e\phi$ and charge density $e(N_D-n)$, Poisson's equation becomes
\begin{equation}
-(\epsilon_rU')'=c(n-N_D).
\end{equation}
On a grid this reads $AU=b+cn[U]$. Here $A$ represents $-\frac{d}{dx}\epsilon_r\frac{d}{dx}$, and $b$ holds the gate values and any fixed charge. For a change $v$ that vanishes at the gates, $v\cdot Av=\int\epsilon_r v'^2dx>0$, so $A$ is positive definite.

The envelopes $\psi_k$ are real, normalized, and zero at the oxide. Their energies are $E_k$. For parabolic motion in the plane,
\begin{align}
n&=\sum_kN_k\psi_k^2,\qquad N_k=D_kkT\ln(1+e^{-E_k/kT}),\\
G_k&=-\frac{dN_k}{dE_k}=\frac{D_k}{1+e^{E_k/kT}} .
\label{eq:G}
\end{align}
$D_k$ is the density of states per area, with spin and valleys included. It is the same for all subbands of one valley ladder. Sums over $k$ include the ladders; pairs $k,l$ below belong to one ladder.

One outer iteration has two parts.
\begin{enumerate}
\item Predictor: with $E_k,\psi_k$ taken from $U_{old}$, solve for $U$
\begin{equation}
AU=b+c\sum_kN_k\bigl(E_k+U(x)-U_{old}(x)\bigr)\psi_k(x)^2 .
\label{eq:pred}
\end{equation}
\item Corrector: recompute $E_k,\psi_k$ in the new potential.
\end{enumerate}
If $U=U_{old}$ solves (\ref{eq:pred}), the shift vanishes and the original coupled equations hold. Conversely, a solution of those equations satisfies (\ref{eq:pred}) with zero shift. The setting therefore alters the path and leaves the answer unchanged.

\section{Why the plain loop diverges}

Perturb $U$ by a small $v$, with $v_{kl}=\int\psi_kv\psi_l\,dx$. First-order perturbation theory gives
\begin{equation}
\delta E_k=v_{kk},\qquad
\delta\psi_k=\sum_{l\ne k}\frac{v_{lk}}{E_k-E_l}\psi_l ,
\end{equation}
and hence
\begin{equation}
\delta n=-\sum_kG_kv_{kk}\psi_k^2
+2\sum_{k\ne l}\frac{N_kv_{kl}}{E_k-E_l}\psi_k\psi_l .
\end{equation}
In the second sum, take half the expression plus half of it with $k,l$ exchanged. The exchange reverses the denominator, so $2N_k$ becomes $N_k-N_l$:
\begin{equation}
\delta n=-Xv=-\sum_{kl}g_{kl}v_{kl}\psi_k\psi_l,\quad
g_{kl}=-\frac{N_k-N_l}{E_k-E_l},\quad g_{kk}=G_k .
\end{equation}
$N$ falls with energy, so $g_{kl}\ge0$ and $v\cdot Xv=\sum g_{kl}v_{kl}^2\ge0$. For degenerate levels $g_{kl}$ takes its limit $G_k$.

The plain loop has $Ae'=-cXe$ for a small error $e$. If $cXw=\lambda Aw$, the component along $w$ is multiplied by $-\lambda$. Taking only a fraction $\omega$ of each step changes the factor to
\begin{equation}
(1-\omega)-\omega\lambda=1-\omega(1+\lambda).
\end{equation}
Its magnitude is below one for every mode if $0<\omega<2/(1+\lambda_{max})$.

A trial function gives a quick estimate of $\lambda_{max}$. Let $v=1$ in the body and fall linearly to zero across each oxide. Then $v_{kl}=\delta_{kl}$, $v\cdot Xv=\sum_kG_k$ and $v\cdot Av=2\epsilon_{ox}/t$. The largest eigenvalue is the maximum of $v\cdot cXv/v\cdot Av$, so
\begin{equation}
\lambda_{max}\ge\frac{ct}{2\epsilon_{ox}}\sum_kG_k .
\label{eq:bound}
\end{equation}
This is (\ref{eq:toy}) summed over subbands: the quantum capacitance of the channel divided by the oxide capacitance. At given occupations, a thicker oxide raises this lower bound.

\section{Why the predictor contracts}

The slope of the predicted density at zero shift is $-P(x)$, with $P(x)=\sum_kG_k\psi_k(x)^2$. Let $U_{old}=U_*+e$ and $U_{new}=U_*+e'$, where $U_*$ is the solution. To first order the predicted density differs from the true one by $-Xe-P(e'-e)$. Therefore
\begin{align}
Ae'&=-cXe-cPe'+cPe,\\
(A+cP)e'&=c(P-X)e .
\label{eq:err}
\end{align}
What drives the error is now the mismatch $P-X$ instead of all of $X$. For a uniform shift of the body the mismatch vanishes, as in the opening case.

The eigenvalues of this map obey $c(P-X)w=\mu(A+cP)w$. Both matrices are symmetric and the right one is positive definite, so $\mu$ is real. Multiplying by $w$ and adding or subtracting gives
\begin{equation}
1-\mu=\frac{w\cdot(A+cX)w}{w\cdot(A+cP)w},\qquad
1+\mu=\frac{w\cdot(A+2cP-cX)w}{w\cdot(A+cP)w}.
\end{equation}
The first ratio is positive, so $\mu<1$. The second is positive if $X\le2P$ as quadratic forms. To show this, insert the complete set $\psi_l$:
\begin{equation}
v\cdot Pv=\sum_kG_k\int v^2\psi_k^2dx=\sum_{kl}G_kv_{kl}^2
=\tfrac12\sum_{kl}(G_k+G_l)v_{kl}^2 .
\end{equation}
The last step uses $v_{kl}=v_{lk}$. On the other side, $g_{kl}$ is the average of $G(E)$ between the two levels. By (\ref{eq:G}), $G$ is positive and decreasing, so its average cannot exceed the larger end value:
\begin{equation}
g_{kl}\le\max(G_k,G_l)\le G_k+G_l .
\label{eq:pair}
\end{equation}
Multiplying by $v_{kl}^2$ and summing gives $v\cdot Xv\le2v\cdot Pv$. Hence $-1<\mu<1$: for parabolic two-dimensional subbands at $T>0$, the full-step iteration converges from any start close enough to the solution.

The sharper inequality $g_{kl}\le\frac12(G_k+G_l)$ does not hold for every pair. As $T\to0$, a level at $-\alpha$ and one at $+\beta$ have $g_{kl}=D\alpha/(\alpha+\beta)$, while the half-sum is $D/2$. The inequality fails when $\alpha>\beta$. The argument therefore fixes no sign for $\mu$, and an alternating error is not excluded.

It matters that the shift is local. Suppose each level were instead shifted by the average $v_{kk}$. In a symmetric channel the $\psi_k^2$ are even, so an odd $v$ has $v_{kk}=0$ and that rule predicts no response. The true response contains the off-diagonal $v_{kl}$, and these can be large between the even and odd partners of a nearly degenerate pair. The local rule does respond.

\section{The inner solve}

Write (\ref{eq:pred}) as $F(U)=0$, with $F(U)=AU-b-cn_{pred}(U)$. Its Jacobian is $F'=A+cP(U)$, where $P(U)$ is evaluated at the shifted energies. With the usual three-point discretization this matrix is positive definite and its off-diagonal elements are not positive, so all elements of its inverse are nonnegative. Also, $\ln(1+e^{-y})$ is convex, so $-n_{pred}$, and with it $F$, is concave. At every grid point
\begin{equation}
F(V)\le F(U)+F'(U)(V-U).
\label{eq:conc}
\end{equation}
A Newton step makes the right side zero at $V=U_{j+1}$, so $F(U_{j+1})\le0$. The following step, $-F'^{-1}F$, is then nonnegative everywhere. Now put the root $\bar U$ for $V$ and multiply by $F'^{-1}\ge0$:
\begin{equation}
\bar U\ge U_j-F'(U_j)^{-1}F(U_j)=U_{j+1}.
\end{equation}
After the first step the iterates rise and stay below the root, so they converge. Their steps tend to zero and $F'$ is bounded, so the limit satisfies $F=0$. The root exists and is unique because $F$ is the gradient of a strictly convex function that grows in all directions. No damping is needed inside, as long as all charge other than these electrons is fixed. Mobile holes add a convex term to $F$ and partly ionized dopants an S-shaped one; concavity is then lost, and with dopant freeze-out at low temperature the undamped iteration can fail to converge, so it needs its own line search. A mesh that gives $A$ positive off-diagonal elements loses this proof.

\section{A safeguard far from the solution}

Local contraction says nothing about a poor start. Define $\Phi_k(E)=\int_E^\infty N_k(E')dE'$, so $\Phi_k'=-N_k$. In grid notation, with the spacing absorbed into the sum over levels, let
\begin{equation}
J[U]=\tfrac12U\cdot AU-b\cdot U+c\sum_k\Phi_k(E_k[U]).
\end{equation}
Because $\delta E_k=v_{kk}$, the last term changes by $-cn\cdot v$. The gradient is $R=AU-b-cn[U]$, the true residual. Differentiating again gives $A+cX$, which is positive definite. Thus $J$ is strictly convex. Since $\Phi_k\ge0$, it also grows in all directions, so the coupled problem has one solution.

Let $d$ be the predictor step. At $U_{old}$ the predicted and true densities agree, so $F(U_{old})=R$, and $F(U_{new})=0$. Subtracting,
\begin{equation}
-R=Ad-c\,\Delta n_{pred},\qquad
R\cdot d=-d\cdot Ad+c\,\Delta n_{pred}\cdot d\le-d\cdot Ad .
\end{equation}
The inequality holds because the predicted density falls wherever $U$ rises. So $d$ points downhill on $J$. Take $s=1$ and halve it until
\begin{equation}
J[U+sd]\le J[U]+\eta sR\cdot d,\qquad \eta=10^{-4}.
\end{equation}
On a finite grid the curvature of $J$ has an upper bound $K$, since $X\le2P$ and $G_k\le D_k$. With $a_0$ the lowest eigenvalue of $A$,
\begin{equation}
J[U+sd]\le J[U]+sR\cdot d+\tfrac12Ks^2|d|^2,\quad R\cdot d\le-a_0|d|^2 .
\end{equation}
The test is passed once $s\le2(1-\eta)a_0/K$, so $s$ never becomes arbitrarily small. Each iteration lowers $J$ by at least a fixed multiple of $|d|^2$. As $J$ is bounded below, $d\to0$, then $R\to0$, and the iteration converges from any start.

The safeguard does not slow the final approach. There $R\simeq-(A+cP)d$, and a full step changes $J$ by
\begin{equation}
R\cdot d+\tfrac12d\cdot(A+cX)d=-\tfrac12d\cdot(A+2cP-cX)d<0 .
\end{equation}
This is the matrix that decided $\mu>-1$. Its form is at least that of $A$, so the full step passes for small enough $\eta$.

\section{A double-gate silicon channel}

The example is an undoped 8 nm silicon body between 1 nm oxides, with both gates at $U=-0.6$ eV and $T=300$ K ($kT=25.9$ meV). The masses are rough typical values, $0.92$ and $0.19\,m_0$. Two valleys have the heavy mass across the film and four have the light one. The start is $U=-0.6$ eV everywhere.

The converged interface value is $-0.208$ eV. The oxide field is thus $\mathcal{E}_{ox}=(0.600-0.208)\,\mathrm{V}/1\,\mathrm{nm}=3.92$ MV/cm, and Gauss's law for two gates gives
\begin{equation}
N_s=\frac{2\epsilon_{ox}\varepsilon_0\mathcal{E}_{ox}}{e}
=\frac{2(3.9)(8.854\times10^{-14})(3.92\times10^6)}{1.602\times10^{-19}}
=1.69\times10^{13}\ \mathrm{cm^{-2}},
\end{equation}
in agreement with the sum over subbands. The lowest two-valley levels, $-24.0$ and $-23.2$ meV, form a nearly degenerate pair. The lowest four-valley level is at $29.7$ meV, and that ladder holds 32\% of the charge.

For (\ref{eq:bound}), the densities of states are $1.59$ and $6.99\times10^{14}$ eV$^{-1}$cm$^{-2}$ for the two ladders. The Fermi factors of the three lowest levels add up to $1.62$ and $0.27$. These levels contribute about $4.4\times10^{14}$ eV$^{-1}$cm$^{-2}$ to the sum of $G_k$; all levels together give about $4.5\times10^{14}$. The two oxides store $4.3\times10^{13}$ electrons per cm$^2$ and volt, so $\lambda_{max}\gtrsim10$. The full calculation gives $15.4$. Plain iteration multiplies the worst error by $-15.4$ per pass, and from the flat start it was still jumping by 65 eV at step 30.

Damping must stay below $2/16.4=0.12$. With $\omega=0.061$, mixing took 234 iterations until the undamped step fell below $10^{-9}$ eV. The predictor-corrector took 12 by the same criterion on its own step, with 38 inner Newton steps in all and no halving. The two potentials differ by at most $9\times10^{-10}$ eV. The best constant damping, $\omega=2/(2+\lambda_{max})$, balances modes near $\lambda=0$ against the worst one and gives a factor $\lambda_{max}/(2+\lambda_{max})=0.885$. The predictor-corrector factor is $0.173$. Since $\ln0.173/\ln0.885\approx14$, one outer iteration near the solution does the work of about 14 optimally damped ones.

The value $0.173$ follows from (\ref{eq:err}), and differencing the full nonlinear map gives the same. The last two steps, $1.00\times10^{-9}$ and $1.73\times10^{-10}$ eV, have this ratio too. With the gates held fixed, cooling raises the factor to $0.33$ at 77 K and $0.54$ at 10 K, while $\lambda_{max}$ rises to 23 and 37. These two factors belong to modes that are odd about the centre of the body, and the symmetric flat start does not excite them. The runs from that start converge with the largest even factors, $0.28$ and $0.44$, and need 15 and 21 iterations, again without halving. A start with an odd perturbation of 0.05 eV shows the full factors and needs 16 and 27. At all three temperatures no $\mu$ is negative beyond rounding, so the alternating errors that the theorem allows do not occur here.

\section{Choosing the settings}

\paragraph{Step length.} For parabolic two-dimensional subbands in equilibrium, use the full predictor step with the line search on $J$. Extra fixed damping is not needed for local convergence.

\paragraph{Tolerance.} If one mode with factor $\mu$ dominates, $d=e'-e=(\mu-1)e$, and the error left after the step is
\begin{equation}
|e'|=\frac{|\mu|}{1-\mu}|d| .
\end{equation}
The ratio of successive steps supplies $\mu$. Here the prefactor is $0.173/0.827=0.21$. The fourth step, $0.24$ meV, leaves about $0.05$ meV. Go further when derivatives such as capacitances are taken from differences of solutions.

\paragraph{Subbands.} Keep levels until their occupation in the converged potential is negligible. In the example, three levels per ladder shift the potential by up to $0.9$ meV, while eight reproduce it to about $10^{-10}$ eV in the same 12 iterations.

\paragraph{Grid.} Halving the 0.1 nm spacing changes $N_s$ by $-0.015\%$.

\paragraph{Wires.} With one free direction, $G(E)$ peaks near the Fermi level and (\ref{eq:pair}) can fail. For levels $40kT$ below and $4kT$ above it, $g_{kl}=0.287$ exceeds $G_k+G_l=0.190$ in reduced units. The contraction proof is then lost, though divergence does not follow. $N$ still falls with energy, so $J$ stays convex and the line search remains valid. The predicted density is no longer convex in $U$, so the proof that the undamped inner Newton solve converges is lost too, and that solve should have its own line search.

\paragraph{Exchange-correlation.} A potential that depends on $n$ adds a response absent from $X$. Neither the bound on $\mu$ nor the convexity of $J$ is shown for that case.

\section{The model beside a real device}

Silicon nanosheet transistors have bodies of roughly 5 nm, so 8 nm is somewhat thick, and $1.7\times10^{13}$ cm$^{-2}$ is a high sheet density. Hard walls are one simplification. With a 3.1 eV barrier and oxide mass $0.5\,m_0$ in the same potential, the lowest levels drop by 7 meV (two-valley) and 16 meV (four-valley), which narrows their separation from 54 to about 45 meV. Nonparabolicity, with a rough coefficient of $0.5$ eV$^{-1}$, lowers them by about 2 and 1 meV. It also raises the in-plane density of states; both effects together add about 14\% to the charge if the potential is held fixed, as much as a uniform drop of the levels by about 5 meV. Local exchange at the peak density, estimated with the zero-temperature formula and all electrons in two valleys, is about $-33$ meV, more than $kT$. The oxide field is below a rough breakdown value of 10 MV/cm. A semiclassical estimate puts leakage near $4\times10^2$ A/cm$^2$ per gate; real gate stacks use physically thicker high-permittivity layers to reduce it. These corrections dwarf a convergence error of $0.05$ meV: a tight tolerance makes the model's numbers reproducible, not more realistic. The full values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
kT at 300 K: 0.02585 eV
body, each oxide, grid step: 8.0, 1.0, 0.10 nm
gate boundary value of U: -0.60 eV
relative permittivity, body and oxide: 11.7, 3.9
rough masses, heavy and light: 0.92, 0.19 m0
outer  1: max predictor step 6.197e-01 eV, Newton steps 9
outer  2: max predictor step 1.449e-02 eV, Newton steps 4
outer  3: max predictor step 1.427e-03 eV, Newton steps 4
outer  4: max predictor step 2.427e-04 eV, Newton steps 3
outer  5: max predictor step 4.029e-05 eV, Newton steps 3
outer  6: max predictor step 6.770e-06 eV, Newton steps 3
outer  7: max predictor step 1.150e-06 eV, Newton steps 2
outer  8: max predictor step 1.966e-07 eV, Newton steps 2
outer  9: max predictor step 3.376e-08 eV, Newton steps 2
outer 10: max predictor step 5.813e-09 eV, Newton steps 2
outer 11: max predictor step 1.002e-09 eV, Newton steps 2
outer 12: max predictor step 1.730e-10 eV, Newton steps 2
outer iterations in all: 12; step halvings: 0
sheet density: 1.6880e+13 cm^-2
U at oxide interface, body centre: -0.2084, 0.0266 eV
2-valley ladder: E1, E2, E3 = -0.0240, -0.0232, 0.0375 eV; share 67.6 %
4-valley ladder: E1, E2, E3 = 0.0297, 0.0931, 0.2439 eV; share 32.4 %
plain iteration: lambda 15.428, measured factor -15.428
plain iteration from flat start, step 30 jump: 65.24 eV
damping limit 2/(1+lambda): 0.1217; used: 0.0609
damped mixing iterations: 234; difference in U: 8.6e-10 eV
dominant outer eigenvalue: 0.17286, measured 0.17286
response formula, relative error: 5.0e-08
Newton steps from U = +1 and -3 eV: 9, 10
300 K: outer 12, halvings 0, plain lambda 15.43
   outer eigenvalues -0.0000 to 0.1729; min eig (P-X)/max P -2.9e-18
 77 K: outer 15, halvings 0, plain lambda 23.40
   outer eigenvalues -0.0000 to 0.3292; min eig (P-X)/max P -3.9e-17
 10 K: outer 21, halvings 0, plain lambda 36.92
   outer eigenvalues -0.0000 to 0.5390; min eig (P-X)/max P -1.8e-16
wire levels at -40 kT and +4 kT: g 0.2867, G sum 0.1899 (reduced units)
sheet density change on halving the grid step: -0.015 %
2-valley E1 shift from oxide penetration: -7.29 meV
4-valley E1 shift from oxide penetration: -16.46 meV
2-valley E1 nonparabolic shift, rough: -2.10 meV
4-valley E1 nonparabolic shift, rough: -1.38 meV
peak density 3.978e+19 cm^-3; local exchange, rough: -32.8 meV
oxide field: 3.92 MV/cm; rough breakdown field: 10 MV/cm
WKB oxide transmission: 6.5e-06; leakage per gate, rough: 4e+02 A/cm^2
\end{verbatim}
